# Linear Gap Corrections to Weak-Field Conductivities from Hot Spots

Before computing the Hall coefficient of a metal with a small density-wave gap $\Delta$, one must decide whether the gap may be dropped and, if not, how finely the momentum mesh must resolve the Fermi line. A count of order $\Delta^2$ would often justify dropping it. For a clean metal whose Fermi line crosses its translated copy, that count is wrong. Small regions near the crossings change both $\sigma_{xx}$ and the weak-field $\sigma_{xy}$ in proportion to $\Delta$. The field must be small enough for this response, which can be a stronger demand than being below magnetic breakdown.

## Setting and theorem

The algebra uses atomic units, $\hbar=e=m_e=1$, with carrier charge $-1$. The magnetic field $B$ is along $\hat z$, and the Lorentz force contains no separate factor of the speed of light. Let $\varepsilon(\mathbf k)$ be a smooth two-dimensional band with spin factor $g$. A density wave couples $\mathbf k$ to $\mathbf k+\mathbf Q$, where $2\mathbf Q$ is a reciprocal vector. Put $\varepsilon_1=\varepsilon(\mathbf k)$ and $\varepsilon_2=\varepsilon(\mathbf k+\mathbf Q)$. The mean-field Hamiltonian is

$$
h=\begin{pmatrix}\varepsilon_1&\Delta\\ \Delta&\varepsilon_2\end{pmatrix}.
$$

The assumptions are:

1. $\Delta>0$ is real and independent of $\mathbf k$. For a negative coupling, replace $\Delta$ by its magnitude.
2. The lifetime $\tau$ is the same for all states, and the collision term has no vertex correction.
3. The Fermi lines are smooth. They contain finitely many hot pairs $\mathbf k,\mathbf k+\mathbf Q$ with $\varepsilon_1=\varepsilon_2=\mu$, and at each pair the velocities $\mathbf v_1,\mathbf v_2$ are not parallel.
4. The bands are resolved, $2\Delta\tau\gg1$, and the field is weak in the sense $b=B\tau|X|\ll\Delta$, with $X$ defined below. The regular cyclotron angle is also small.

Let $M_1,M_2$ be the bare Hessians at a hot pair, and define

$$
\mathbf V=\tfrac12(\mathbf v_1+\mathbf v_2),\quad
\mathbf W=\tfrac12(\mathbf v_1-\mathbf v_2),\quad
S=\tfrac12(M_1+M_2),\quad D=\tfrac12(M_1-M_2).
$$

The scalar cross product is $\mathbf a\times\mathbf b=a_xb_y-a_yb_x$, and $X=\mathbf V\times\mathbf W$. Expanding the half sums gives $X=-\tfrac12\mathbf v_1\times\mathbf v_2$. For a symmetric matrix, $\operatorname{adj}M$ exchanges the diagonal elements and reverses the sign of the off-diagonal ones.

**Theorem.** At zero temperature,

$$
\sigma_{xx}=\frac{g\tau}{4\pi^2}S_{xx},\qquad
\sigma_{xy}=-\frac{g\tau^2B}{4\pi^2}F,
$$

where $\sigma_{xy}$ denotes the part linear in $B$. A band without mirror symmetry can also have a field-independent part $g\tau S_{xy}/(4\pi^2)$, which is symmetric in $x$ and $y$ and is not a Hall response. Opening the gap at fixed $\mu$ and $\tau$ gives

$$
\delta S_{ij}=-\pi\Delta\sum_{\rm pairs}
\frac{(\mathbf v_1-\mathbf v_2)_i(\mathbf v_1-\mathbf v_2)_j}{|\mathbf v_1\times\mathbf v_2|},
$$

$$
\delta F=-\pi\Delta\sum_{\rm pairs}
\frac{2\,\mathbf W^T\operatorname{adj}(S)\mathbf W+\mathbf V^T\operatorname{adj}(D)\mathbf W}{|X|}.
$$

Each pair is counted once. The remainders are at most of order $\Delta^2\log(1/\Delta)$, with energies measured on the band scale.

## Lemma 1: the two Fermi-line integrals

The equation of motion is $\dot{\mathbf k}=-\mathbf v\times\mathbf B=B\hat z\times\mathbf v$. Chambers' solution of the Boltzmann equation is

$$
\sigma_{ij}=\frac g{4\pi^2}\int d^2k\,\delta(\varepsilon-\mu)v_i
\int_0^\infty dt\,e^{-t/\tau}v_j(-t).
$$

Insert $v_j(-t)=v_j-t\dot v_j$. The time integrals of $1$ and $t$ are $\tau$ and $\tau^2$, hence

$$
S_{ij}=\int d^2k\,\delta(\varepsilon-\mu)v_iv_j,\qquad
F=\int d^2k\,\delta(\varepsilon-\mu)v_x(\hat z\times\mathbf v\cdot\nabla)v_y.
$$

The minus sign in $\sigma_{xy}$ comes from looking backward in time. A free-electron pocket has $F>0$ and therefore $\sigma_{xy}<0$ for $B>0$.

On a closed orbit, the time derivative of $v_xv_y$ integrates to zero. We may thus replace $v_x\dot v_y$ by $\frac12(v_x\dot v_y-v_y\dot v_x)$. With $\hat z\times\mathbf v=(-v_y,v_x)$ and Hessian $H$,

$$
F=\frac12\int d^2k\,\delta(\varepsilon-\mu)
\left(v_x^2H_{yy}+v_y^2H_{xx}-2v_xv_yH_{xy}\right)
=\frac12\int d^2k\,\delta(\varepsilon-\mu)\mathbf v^T\operatorname{adj}(H)\mathbf v.
$$

This symmetric form is used below. $\square$

## Lemma 2: local bands and remainders

Set

$$
s=\tfrac12(\varepsilon_1+\varepsilon_2)-\mu,\quad
d=\tfrac12(\varepsilon_1-\varepsilon_2),\quad
E=\sqrt{d^2+\Delta^2},\quad c=d/E.
$$

The eigenvalues of $h$, measured from $\mu$, are $s\pm E$. Since $\nabla s=\mathbf V$, $\nabla d=\mathbf W$ and $\nabla c=(\Delta^2/E^3)\mathbf W$, two differentiations give

$$
\mathbf v_\pm=\mathbf V\pm c\mathbf W,\qquad
H_\pm=S\pm cD\pm\frac{\Delta^2}{E^3}\mathbf W\mathbf W^T.
$$

Here $\mathbf V,\mathbf W,S,D$ may vary with position. Near a hot pair, $(s,d)$ are valid coordinates because $X\ne0$, and $d^2k=ds\,dd/|X|$. The delta function sets $s=\mp E$. At zero gap the same labels give $s=\mp|d|$ and $c=\operatorname{sgn}d$.

Choose a fixed small cutoff $|d|<\Lambda$. Outside it, the bands on the Fermi line change smoothly with $\Delta^2$. Inside it, corrections to constant coefficients are controlled by

$$
E-|d|\le\frac{\Delta^2}{E},\qquad
|c-\operatorname{sgn}d|\le\frac{\Delta^2}{E^2},\qquad
1-c^2=\frac{\Delta^2}{E^2}.
$$

A first-order variation of a smooth coefficient supplies at most a factor of order $E$ in the last two cases. All three errors are therefore bounded by a constant times

$$
\int_{-\Lambda}^{\Lambda}\frac{\Delta^2}{E}\,dd
=2\Delta^2\operatorname{arsinh}(\Lambda/\Delta).
$$

This is the stated bound. It does not require a logarithm to be present in every model. $\square$

## Proof for the longitudinal conductivity

Sum the velocity products over both bands. With coefficients fixed at the hot pair, the terms $\pm c(V_iW_j+W_iV_j)$ cancel, leaving $2V_iV_j+2c^2W_iW_j$. At zero gap, $c^2=1$. Therefore

$$
\delta S_{ij}=\sum_{\rm pairs}\frac{2W_iW_j}{|X|}
\int_{-\Lambda}^{\Lambda}(c^2-1)\,dd.
$$

The integral is $-\int\Delta^2/(d^2+\Delta^2)\,dd=-\pi\Delta+O(\Delta^2/\Lambda)$. Now use $W_iW_j=\frac14(\mathbf v_1-\mathbf v_2)_i(\mathbf v_1-\mathbf v_2)_j$ and $|X|=\frac12|\mathbf v_1\times\mathbf v_2|$. The prefactor $2\cdot\frac14\cdot2$ is one, which proves the formula.

To first order in $\Delta$, the diagonal change cannot be positive: mixing the two velocities reduces the part of the current carried by their difference. The affected length of Fermi line is proportional to $\Delta$, while the velocity change there is of order one.

## Proof for the Hall conductivity

The adjugate of a $2\times2$ matrix is linear in its elements, so the smooth and sharply curved parts of $H_\pm$ can be treated separately.

**Smooth part.** Expand

$$
(\mathbf V\pm c\mathbf W)^T
[\operatorname{adj}(S)\pm c\operatorname{adj}(D)]
(\mathbf V\pm c\mathbf W).
$$

Terms with an odd number of $\pm$ signs cancel between the bands. The sum is

$$
2\mathbf V^T\operatorname{adj}(S)\mathbf V
+2c^2\left[\mathbf W^T\operatorname{adj}(S)\mathbf W
+2\mathbf V^T\operatorname{adj}(D)\mathbf W\right].
$$

Subtracting the zero-gap value and integrating $c^2-1$ gives

$$
I_{\rm smooth}=-\frac{2\pi\Delta}{|X|}
\left[\mathbf W^T\operatorname{adj}(S)\mathbf W
+2\mathbf V^T\operatorname{adj}(D)\mathbf W\right].
$$

**Sharp turn.** Direct expansion gives $\mathbf v^T\operatorname{adj}(\mathbf W\mathbf W^T)\mathbf v=(\mathbf v\times\mathbf W)^2$. Since $\mathbf W\times\mathbf W=0$, this equals $X^2$ for both bands. After division by the Jacobian factor $|X|$, the contribution is

$$
I_{\rm turn}=\sum_{\pm}\pm\int dd\,\frac{\Delta^2}{E^3}|X|_{s=\mp E}.
$$

At constant $|X|$ each band gives $\pm2|X|$, because $\int\Delta^2/E^3\,dd=2$. These values do not vanish as $\Delta\to0$, but they cancel between the bands. To find what survives, write $|X|=|X_0|+s\,\partial_s|X|+d\,\partial_d|X|+O(E^2)$. The $d$ term is odd. The $s$ term has sign $(\pm)(\mp E)=-E$ in both bands, so

$$
I_{\rm turn}=-2\,\partial_s|X|\int\frac{\Delta^2}{E^2}\,dd
=-2\pi\Delta\,\partial_s|X|.
$$

The second-order terms are bounded by the integral in Lemma 2.

It remains to find the derivative at fixed $d$. For any vector, write $\tilde{\mathbf a}=(a_y,-a_x)$. Then $\mathbf a\times\mathbf b=\mathbf a\cdot\tilde{\mathbf b}$ and $\tilde{\mathbf a}^TM\tilde{\mathbf b}=\mathbf a^T\operatorname{adj}(M)\mathbf b$. The displacement $\mathbf u=\tilde{\mathbf W}/X$ satisfies $\mathbf V\cdot\mathbf u=1$ and $\mathbf W\cdot\mathbf u=0$, so it is $\partial_s\mathbf k$. Along it, $\mathbf V$ changes by $S\mathbf u$ and $\mathbf W$ by $D\mathbf u$. Thus

$$
\partial_sX=(S\mathbf u)\times\mathbf W+\mathbf V\times(D\mathbf u)
=\frac{\tilde{\mathbf W}^TS\tilde{\mathbf W}
-\tilde{\mathbf V}^TD\tilde{\mathbf W}}{X}.
$$

The second sign changes because $\mathbf V\times(D\mathbf u)=-(D\mathbf u)\times\mathbf V$. Multiplication by $\operatorname{sgn}X$ gives

$$
\partial_s|X|=\frac{\mathbf W^T\operatorname{adj}(S)\mathbf W
-\mathbf V^T\operatorname{adj}(D)\mathbf W}{|X|}.
$$

Now $\delta F=\frac12\sum_{\rm pairs}(I_{\rm smooth}+I_{\rm turn})$. The coefficient of $\mathbf W^T\operatorname{adj}(S)\mathbf W$ is $1+1=2$, and that of $\mathbf V^T\operatorname{adj}(D)\mathbf W$ is $2-1=1$. This proves the theorem. $\square$

The cancellation matters numerically. If a mesh resolves the turn on one pocket better than on the other, an error of order one can remain in $F$. Unlike the linear term of $\delta S_{xx}$, that of $\delta F$ has no fixed sign: reversing the signs of the band and of $\mu$ reverses every Hessian, and with it $\delta F$.

**Fixed density.** At fixed $d$, the gap moves the occupied edges from $-|d|$ to $-E$ and from $|d|$ to $E$. Their changes cancel for a constant Jacobian. A slope of the Jacobian in $s$ leaves a term proportional to $E^2-d^2=\Delta^2$. The density thus changes at order $\Delta^2$, and with a finite density of states the shift of $\mu$ needed to restore it has the same order. The linear laws are the same at fixed density.

**Hall coefficient.** With $R_H=\sigma_{xy}/(B\sigma_{xx}^2)$, equal diagonal conductivities and $S_{xy}=0$, the first-order change is

$$
\frac{\delta R_H}{R_H}=\frac{\delta F}{F}-2\frac{\delta S_{xx}}{S_{xx}}.
$$

## The field limit

Breakdown is not the first field scale when $\Delta\tau\gg1$. On either reconstructed band,

$$
\dot d=\mathbf W\cdot\dot{\mathbf k}
=B\mathbf W\cdot(\hat z\times\mathbf v_\pm)
=B\mathbf v_\pm\times\mathbf W=BX.
$$

In the local model, $d$ therefore moves at a constant rate. During one lifetime it moves by $b=B\tau|X|$. The Chambers integral replaces $c^2$ by the product of $c$ now and its remembered value, and $\pi\Delta$ in the longitudinal law becomes

$$
G=\int dd\left[1-c(d)\int_0^\infty du\,e^{-u}c(d-bu)\right].
$$

For a shift $a$, the identity

$$
1-cc'=\tfrac12(1-c^2)+\tfrac12(1-c'^2)+\tfrac12(c-c')^2,
$$

with $c'=c(d-a)$, gives $\pi\Delta+\frac{a^2}{2}\int\Delta^4/E^6\,dd$ at small $a$. The last integral is $3\pi/(8\Delta)$. Setting $a=bu$ and using $\int_0^\infty u^2e^{-u}du=2$,

$$
G=\pi\Delta\left[1+\frac38\left(\frac b\Delta\right)^2+\cdots\right],\qquad b\ll\Delta.
$$

For $b\gg\Delta$, $c$ is nearly a step. The two signs differ over a length $bu$, where the integrand is $2$, and averaging over $u$ gives $G\to2b$. As long as $b$ stays small on the band scale and breakdown, treated next, is negligible, the hot-spot loss is then linear in $|B|$ and does not depend on $\Delta$ at leading order.

Breakdown is a separate process. The energy difference $\varepsilon_1-\varepsilon_2=2d$ is swept at the rate $B|\mathbf v_1\times\mathbf v_2|$. The Landau–Zener probability of crossing the gap is

$$
P=e^{-B_b/B},\qquad B_b=\frac{2\pi\Delta^2}{|\mathbf v_1\times\mathbf v_2|}.
$$

The turning field $B_t=\Delta/(\tau|X|)$, at which $b=\Delta$, obeys $B_t/B_b=1/(\pi\Delta\tau)$. A clean metal thus has a range $B_t\ll B\ll B_b$ in which breakdown is negligible but the weak-field law has failed.

## The lifetime limit

The longitudinal law can be followed to small $\Delta\tau$ using the Kubo bubble with constant half-width $1/(2\tau)$ and no vertex correction. In the eigenbasis, the $\mathbf W$ part of the velocity has diagonal elements $\pm c\mathbf W$ and off-diagonal elements of magnitude $(\Delta/E)|\mathbf W|$. Integrating two Lorentzian spectral functions over $s$ gives the interband term the relative weight $1/(1+4E^2\tau^2)$, since the bands are separated by $2E$. The loss is therefore

$$
\int dd\,\frac{\Delta^2}{E^2}\left[1-\frac1{1+4E^2\tau^2}\right]
=\int dd\,\frac{4\Delta^2\tau^2}{1+4\tau^2(d^2+\Delta^2)}
=\pi\Delta\frac{2\Delta\tau}{\sqrt{1+(2\Delta\tau)^2}}.
$$

The last factor tends to one for a resolved gap. For $\Delta\tau\ll1$ the loss becomes $2\pi\Delta^2\tau$, and the linear law is lost. This calculation does not size the corresponding Hall correction.

## A square-lattice example

Take one sheet with $\mathbf Q=(\pi,\pi)/a$ and

$$
\varepsilon=-2t(\cos k_xa+\cos k_ya)+4t_1\cos k_xa\cos k_ya.
$$

The round parameters are $t=0.4$ eV, $t_1=0.1$ eV, $\mu=-0.1$ eV, $a=4$ Å, $\Delta=0.01$ eV and $\tau=300$ fs. Below, momentum is measured in $1/a$, so velocities and Hessians are in eV.

A hot spot lies at $(\pi/3,2\pi/3)$. There $\mathbf v_1=(0.866,0.520)$ and $\mathbf v_2=(-0.520,-0.866)$, so

$$
\mathbf V=(0.173,-0.173),\quad\mathbf W=(0.693,0.693),\quad |X|=0.24\ {\rm eV}^2.
$$

The four hot pairs contribute equally by symmetry. Since $(\mathbf v_1-\mathbf v_2)_x^2=1.92$ eV² and $|\mathbf v_1\times\mathbf v_2|=0.48$ eV²,

$$
\delta S_{xx}=-4\pi\Delta\frac{1.92}{0.48}=-50.27\Delta=-0.503\ {\rm eV}.
$$

For the Hall part, $S_{xx}=S_{yy}=0.1$ and $S_{xy}=0.3$ as elements of the matrix $S$, while $D=\operatorname{diag}(0.4,-0.4)$, all in eV. Hence $\mathbf W^T\operatorname{adj}(S)\mathbf W=0.48(0.1+0.1-0.6)=-0.192$ eV³ and $\mathbf V^T\operatorname{adj}(D)\mathbf W=-0.096$ eV³. It follows that

$$
\delta F=-4\pi\Delta\frac{2(-0.192)-0.096}{0.24}
=(25.13\ {\rm eV})\Delta=0.251\ {\rm eV}^2.
$$

The bare integrals are $S_{xx}=7.105$ eV and $F=-2.755$ eV². The linear changes are thus $-7.1\%$ in $\sigma_{xx}$ and $-9.1\%$ in $\sigma_{xy}$, relative to their bare values. The first-order change of $R_H$ is $-9.12\%+14.15\%\simeq+5.0\%$. The longitudinal loss, which enters twice, outweighs the Hall loss.

The full contour integral at this gap gives $-7.1\%$, $-9.2\%$ and $+5.1\%$. It takes the sheet Hall coefficient from $17.2$ to $18.1$ Å²$/e$, or from $1.08$ to $1.13$ m²/C. The sheet conductivity falls from $0.0399$ to $0.0371$ S. At fixed $\mu$ the filling changes by $-3\times10^{-5}$ electrons per cell.

Tests of the slopes used gaps from $0.008$ down to $0.000125$ eV. At the smallest gap the contour slope of $F$ has magnitude $25.137$ eV, against $25.133$ eV from the formula. A second lattice, with the $y$ hopping lowered to $0.37$ eV, makes the $xx$ and $yy$ slopes unequal; its contour values also approach the formula, as the numerical output shows.

For a mesh estimate, $d$ changes along a bare Fermi line at the rate $|X|/|\mathbf v_1|$. The gap therefore alters the line over a length of about $\Delta|\mathbf v_1|/|X|=0.01(1.01)/0.24=0.042$ in units of $1/a$. The sharp turn inside this stretch is shorter, because the speed falls to $|\mathbf V|=0.245$ eV at its centre. Per unit length, the turn contributes to $F$ in proportion to $1/(E^3|\mathbf v_\pm|)$, a peak only about $0.01$ wide at half height. Several points are needed within that smaller width on every pocket.

## Where the example can be trusted

At $B=0.05$ T, $b/\Delta=0.13$ and the field correction to the longitudinal change is $0.7\%$ of that change. The turning field is $0.38$ T, whereas $B_b=5.4$ T. At $1$ T, for instance, breakdown has probability $e^{-5.4}\simeq0.005$, yet the weak-field expansion is already invalid. Orbit solutions at $\Delta=0.00025$ eV test the function $G$: for $b/\Delta=0.5$ and $3$, the loss in $S_{xx}$ divided by $\Delta$ is $54.32$ and $115.46$, against local values of $54.33$ and $115.47$. The finite-field correction to $\sigma_{xy}$ is not sized here.

With $\hbar$ restored, $2\Delta\tau/\hbar=9.1$, so the local lifetime factor reduces the longitudinal change by about $0.6\%$ of itself; smaller lattice corrections are not included in this figure. At $4$ K, thermal averaging changes the two slopes by less than $0.01\%$. Thermal averaging has little effect because the law holds separately at each energy while the hot spots persist; $k_BT\ll\Delta$ is not the condition. At fixed $\Delta$, the condition is that $k_BT$ be small against the distance from $\mu$ to the nearest energy where hot spots merge, here $0.1$ eV.

The band and wave vector are in the rough regime of electron-doped copper-oxide layers, but the numbers are not a fit to a compound. The lifetime is far from typical: with $\hbar v=4.04$ eV Å it implies a mean free path near $180$ nm at the hot spots, much longer than expected in ordinary doped layers. If $\tau$ is shortened tenfold with all else fixed, the lifetime factor is $0.91/\sqrt{1+0.91^2}=0.67$, and the longitudinal change, which is $-7.0\%$ with broadening included at $300$ fs, shrinks to about $-4.8\%$. Real layers also break the assumption of uniform scattering, especially when density-wave fluctuations scatter carriers near hot spots. The present model does not size that effect, so its Hall result should not be used there without a momentum-dependent collision calculation. Interlayer hopping is also left out.

The formulas also fail as the two velocities become parallel, because $|X|\to0$ and the turn no longer fits inside a small linear region. In this lattice that happens as $\mu\to0$ from below, where two hot spots from different pairs, mirror images in the line $k_x=k_y$, merge at $(\pi/2,\pi/2)$. They fail as well as $\mu\to-4t_1$ from above. There the hot spots merge at the saddle points $(\pi,0)$ and $(0,\pi)$, and $|X|\to0$ because both velocities vanish, although they do not become parallel; the electron pocket disappears at $\mu=-4t_1+\Delta$. Near either limit, a gap that is small compared with the bandwidth can still be too large for the linear law.

## Computed results

```
hopping t, t1; mu = 0.4, 0.1; -0.1 eV
lattice constant a = 4.0 angstrom
gap parameter Delta = 0.01 eV (full splitting 0.02 eV)
tau = 300 fs; B = 0.05 T; T = 4.0 K
bare filling, both spins = 1.1132 electrons per cell
filling change at fixed mu = -3.126e-05 per cell
hot spot k*a = (1.04720, 2.09440)
hbar*v1 = (3.4641, 2.0785) eV angstrom
hbar*v2 = (-2.0785, -3.4641) eV angstrom
|v1 x v2|*hbar^2 = 7.6800 eV^2 angstrom^2
bare S_xx = 7.10476 eV; bare F = -2.75542 eV^2
slope -dS_xx/dDelta = 50.26548 (no unit)
slope -dF/dDelta = -25.13274 eV
isotropic: formula slopes xx, yy, F = 50.2655, 50.2655, -25.1327 eV
  Delta=0.008000 eV: contour 50.2678, 50.2678, -25.3814 eV
  Delta=0.002000 eV: contour 50.2658, 50.2658, -25.1946 eV
  Delta=0.000500 eV: contour 50.2655, 50.2655, -25.1482 eV
  Delta=0.000125 eV: contour 50.2655, 50.2655, -25.1366 eV
anisotropic: formula slopes xx, yy, F = 53.6427, 43.5683, -24.1065 eV
  Delta=0.008000 eV: contour 53.6344, 43.5897, -24.3341 eV
  Delta=0.002000 eV: contour 53.6405, 43.5733, -24.1631 eV
  Delta=0.000500 eV: contour 53.6421, 43.5696, -24.1206 eV
  Delta=0.000125 eV: contour 53.6425, 43.5686, -24.1100 eV
relative linear change sigma_xx = -7.075 %
relative linear change sigma_xy = -9.121 %
first-order relative change R_H = 5.029 %
bare: sigma_xx = 0.039932 S; sigma_xy/B = 1.715804e-03 S/T
  R_H = 17.2400 angstrom^2/e = 1.07604e+00 m^2/C
linear: sigma_xx = 0.037107 S; sigma_xy/B = 1.559302e-03 S/T
  R_H = 18.1441 angstrom^2/e = 1.13246e+00 m^2/C
full: sigma_xx = 0.037107 S; sigma_xy/B = 1.557364e-03 S/T
  R_H = 18.1217 angstrom^2/e = 1.13107e+00 m^2/C
full relative change sigma_xx = -7.075 %
full relative change sigma_xy = -9.234 %
full relative change R_H = 5.114 %
turning field (b = Delta) = 0.3761 T; b/Delta at B = 0.1330
field correction to xx change = 0.653 %
breakdown field = 5.3850 T; P at B = 1.685e-47
2*Delta*tau/hbar = 9.1156
lifetime factor on xx change = 0.99404
thermal correction to slopes xx, F = 0.0015, 0.0026 %
b/Delta=0.5: xx drop/Delta orbit 54.3240, local 54.3329
b/Delta=3.0: xx drop/Delta orbit 115.4645, local 115.4731
Landau-Zener test: numeric 0.56808, formula 0.56808
Kubo factor test: numeric 0.89401, formula 0.89443
```
